# Thomas-Fermi atoms: a shrinking bulk and a bounded outer radius: a numerical check

```python
"""Size of heavy neutral atoms in Thomas-Fermi (TF) theory.

Result under test (Hartree atomic units, lengths in bohr):
  * a radius holding a fixed fraction of the electrons scales as Z**(-1/3);
  * the radius R1 with exactly one electron outside rises with Z towards
    R_inf = (81 pi^2 / 2)**(1/3), with a relative deficit c*Z**(-lambda/3).
Symbols: Z nuclear charge, r = b*x radius, phi(x) TF screening function,
Phi = Z*phi/r electrostatic potential, n electron density,
q = x*phi'/phi logarithmic slope, w = x^3*phi/144 approach to the tail.
Real atoms: nonrelativistic exchange-only local-density approximation (LDA).
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import solve_ivp, cumulative_trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from pyscf import gto, dft

R_INF = (81 * np.pi**2 / 2) ** (1 / 3)
B_ONE = 0.5 * (3 * np.pi / 4) ** (2 / 3)
LAM = (np.sqrt(73) - 7) / 2
BOHR_ANGSTROM = constants.physical_constants["Bohr radius"][0] * 1e10

# ---- the Z-free tail, checked symbolically from Poisson's equation ----
rs, edge = sp.symbols("r R", positive=True)
phi_tail = 81 * sp.pi**2 / (8 * rs**4)
n_tail = sp.simplify((2 * phi_tail) ** sp.Rational(3, 2) / (3 * sp.pi**2))
laplacian = sp.diff(rs**2 * sp.diff(phi_tail, rs), rs) / rs**2
assert sp.simplify(laplacian - 4 * sp.pi * n_tail) == 0
outside_tail = sp.integrate(sp.expand(4 * sp.pi * rs**2 * n_tail),
                            (rs, edge, sp.oo))
assert abs(float(outside_tail.subs(edge, R_INF)) - 1) < 1e-12


# ---- universal function: integrate inward from the tail, then rescale ----
def log_equations(s, y):
    log_phi, q = y
    return [q, q * (1 - q) + np.exp(1.5 * s + 0.5 * log_phi)]


inward = solve_ivp(log_equations, (0, -50),
                   [np.log(144 * (1 - 1e-6)), -3.0], method="DOP853",
                   rtol=1e-11, atol=1e-12, max_step=0.25,
                   dense_output=True)
assert inward.success
LOG_K = -(inward.y[0, -1] + np.log(1 - inward.y[1, -1])) / 3


def screening(x):
    """Return phi and its logarithmic slope q for the neutral atom."""
    log_phi, q = inward.sol(np.log(x) + LOG_K)
    return np.exp(log_phi + 3 * LOG_K), q


def fraction_outside(x):
    phi, q = screening(x)
    return phi * (1 - q)


def tf_radius(Z, electrons_outside):
    target = np.log(electrons_outside / Z)
    log_x = brentq(lambda s: np.log(fraction_outside(np.exp(s))) - target,
                   np.log(1e-5), np.log(1e7), xtol=1e-13)
    return B_ONE * Z ** (-1 / 3) * np.exp(log_x)


# ---- independent road: shooting outward in physical r, no scaling ----
def shoot(Z):
    """y = sqrt(r); state: r*Phi, d(r*Phi)/dr, electrons enclosed."""
    factor = 8 * 2**1.5 / (3 * np.pi)

    def equations(y, state):
        push = factor * max(state[0], 0.0) ** 1.5
        return [2 * y * state[1], push, y * y * push]

    def hits_zero(y, state):
        return state[0]

    def turns_up(y, state):
        return state[1]

    hits_zero.terminal = turns_up.terminal = True

    def run(slope, dense=False):
        return solve_ivp(equations, (0, 20), [Z, slope, 0.0],
                         method="DOP853", rtol=1e-11, atol=1e-11,
                         events=[hits_zero, turns_up], dense_output=dense)

    steep, shallow = -3 * Z ** (4 / 3), -Z ** (4 / 3)
    for _ in range(50):
        middle = (steep + shallow) / 2
        if run(middle).t_events[0].size:
            steep = middle
        else:
            shallow = middle
    slope = (steep + shallow) / 2
    path = run(slope, dense=True)

    def radius(enclosed):
        return brentq(lambda y: path.sol(y)[2] - enclosed,
                      1e-6, path.t[-1]) ** 2

    return slope, radius(Z / 2), radius(Z - 1)


shots = {}
for Z in (20.0, 80.0):
    shots[Z] = shoot(Z)
    assert abs(shots[Z][1] / tf_radius(Z, Z / 2) - 1) < 1e-4
    assert abs(shots[Z][2] / tf_radius(Z, 1) - 1) < 1e-3
bulk_power = np.log(shots[80.0][1] / shots[20.0][1]) / np.log(4)
assert abs(bulk_power + 1 / 3) < 1e-4

# ---- monotone approach to the tail and its slow power law ----
x_grid = np.geomspace(1e-3, 1e5, 400)
phi_grid, q_grid = screening(x_grid)
w_grid = x_grid**3 * phi_grid / 144
g_grid = w_grid * (1 - q_grid)
assert np.all(np.diff(w_grid) > 0) and w_grid[-1] < 1
assert np.all(np.diff(g_grid) > 0) and g_grid[-1] < 4


def tail_deficit(x):
    return 1 - x**3 * screening(x)[0] / 144


lam_numeric = np.log(tail_deficit(1e6) / tail_deficit(2e6)) / np.log(2)
assert abs(lam_numeric / LAM - 1) < 2e-3
C_TAIL = tail_deficit(1e7) * 1e7**LAM
c_radius = (1 + LAM / 4) * C_TAIL * (R_INF / B_ONE) ** (-LAM) / 3
c_numeric = (1 - tf_radius(1e12, 1) / R_INF) * 1e12 ** (LAM / 3)
assert abs(c_numeric / c_radius - 1) < 0.01


# ---- real atoms: radial exchange-only LDA on a logarithmic grid ----
def radius_with_outside(t, shell_density, count):
    """shell_density = 4 pi r^3 n, electrons per unit of t = ln r."""
    outside = cumulative_trapezoid(shell_density[::-1], dx=t[1] - t[0],
                                   initial=0)
    return np.exp(np.interp(count, outside, t[::-1]))


def lda_atom(Z, shells):
    """shells[l] = number of filled subshells with angular momentum l."""
    t = np.linspace(np.log(0.02 / Z), np.log(40), 1000)
    h = t[1] - t[0]
    r = np.exp(t)
    x = r * Z ** (1 / 3) / B_ONE
    rho = Z * (x * screening(x)[0]) ** 1.5
    for _ in range(200):
        enclosed = cumulative_trapezoid(rho, dx=h, initial=0) + rho[0] / 3
        outer = cumulative_trapezoid(rho / r, dx=h, initial=0)
        density = rho / (4 * np.pi * r**3)
        v = (enclosed - Z) / r + outer[-1] - outer
        v -= (3 * density / np.pi) ** (1 / 3)
        new = np.zeros_like(r)
        for l, count in enumerate(shells):
            diagonal = (1 / h**2 + 0.5 * (l + 0.5) ** 2) / r**2 + v
            # regular solution at the origin, including the nuclear cusp
            ghost = np.exp(-h * (l + 0.5 - Z * r[0] / (l + 1)))
            diagonal[0] -= ghost / (2 * h**2 * r[0] ** 2)
            coupling = -1 / (2 * h**2 * r[:-1] * r[1:])
            _, vectors = eigh_tridiagonal(diagonal, coupling, select="i",
                                          select_range=(0, count - 1))
            new += 2 * (2 * l + 1) * np.sum(vectors**2, axis=1) / h
        change = h * np.sum(np.abs(new - rho))
        rho = rho + 0.3 * (new - rho)
        if change < 1e-4:
            break
    assert change < 1e-4, (Z, change)
    return (radius_with_outside(t, rho, Z / 2),
            radius_with_outside(t, rho, 1))


columns = [
    [("Ne", 10, [2, 1]), ("Ar", 18, [3, 2]),
     ("Kr", 36, [4, 3, 1]), ("Xe", 54, [5, 4, 2])],
    [("Mg", 12, [3, 1]), ("Ca", 20, [4, 2]),
     ("Sr", 38, [5, 3, 1]), ("Ba", 56, [6, 4, 2])],
]
atoms = {}
for column in columns:
    for name, Z, shells in column:
        atoms[name] = lda_atom(Z, shells)
        assert abs(atoms[name][0] / tf_radius(Z, Z / 2) - 1) < 0.25
        assert atoms[name][1] < R_INF
    halves = [atoms[item[0]][0] for item in column]
    assert np.all(np.diff(halves) < 0)
    growth = atoms[column[-1][0]][1] / atoms[column[0][0]][1]
    assert 1 < growth < 0.5 * column[-1][1] / column[0][1]

# the radial solver against a Gaussian-basis calculation of neon
mol = gto.M(atom="Ne 0 0 0", basis="aug-cc-pvtz", verbose=0)
neon = dft.RKS(mol)
neon.xc = "lda,"
neon.kernel()
assert neon.converged
t_line = np.linspace(np.log(1e-3), np.log(30), 1500)
r_line = np.exp(t_line)
points = np.column_stack([r_line, 0 * r_line, 0 * r_line])
ao = dft.numint.eval_ao(mol, points)
rho_line = dft.numint.eval_rho(mol, ao, neon.make_rdm1())
shell_line = 4 * np.pi * r_line**3 * rho_line
neon_check = (radius_with_outside(t_line, shell_line, 5),
              radius_with_outside(t_line, shell_line, 1))
assert np.allclose(neon_check, atoms["Ne"], rtol=0.01)

# ---- printed numbers ----
print(f"b*Z^(1/3) = {B_ONE:.5f} bohr")
print(f"phi'(0) by shooting = {shots[80.0][0]*B_ONE/80**(4/3):.5f}")
print(f"half-charge radius*Z^(1/3) = {tf_radius(1, 0.5):.4f} bohr")
print(f"90% radius*Z^(1/3) = {tf_radius(1, 0.1):.4f} bohr")
print(f"bulk power of Z, direct shooting = {bulk_power:.5f}")
print(f"R_inf = {R_INF:.4f} bohr = {R_INF*BOHR_ANGSTROM:.3f} angstrom")
print(f"lambda = {LAM:.5f}, from solution = {lam_numeric:.4f}")
print(f"C = {C_TAIL:.2f}, c = {c_radius:.3f}, lambda/3 = {LAM/3:.4f}")
print(f"c from R1 at Z=1e12 = {c_numeric:.3f}")
print("TF: Z, r_half, r_90%, R1 (bohr), R1/R_inf, electrons beyond 4 bohr")
previous = 0
for Z in (10, 20, 50, 100, 1e3, 1e6, 1e9):
    r1 = tf_radius(Z, 1)
    beyond = Z * fraction_outside(4 * Z ** (1 / 3) / B_ONE)
    assert previous < r1 < R_INF
    assert beyond < R_INF**3 / 64
    previous = r1
    print(f"{Z:.0f}: {tf_radius(Z, Z/2):.4f}, {tf_radius(Z, Z/10):.4f}, "
          f"{r1:.3f}, {r1/R_INF:.3f}, {beyond:.3f}")
print(f"limit of electrons beyond 4 bohr = {R_INF**3/64:.3f}")
ratio_r1 = tf_radius(100, 1) / tf_radius(10, 1)
ratio_half = tf_radius(100, 50) / tf_radius(10, 5)
print(f"TF Z=10 to 100: R1 factor {ratio_r1:.3f}, "
      f"r_half factor {ratio_half:.3f}")
for Z, (_, half, r1) in shots.items():
    print(f"direct shooting Z={Z:.0f}: r_half {half:.4f}, R1 {r1:.3f} bohr")
print("LDA atoms: Z, r_half, TF r_half, R1, TF R1 (bohr)")
for column in columns:
    for name, Z, _ in column:
        half, r1 = atoms[name]
        print(f"{name} {Z}: {half:.3f}, {tf_radius(Z, Z/2):.3f}, "
              f"{r1:.2f}, {tf_radius(Z, 1):.2f}")
for column in columns:
    first, last = column[0], column[-1]
    growth = atoms[last[0]][1] / atoms[first[0]][1]
    shrink = atoms[last[0]][0] / atoms[first[0]][0]
    print(f"{first[0]} to {last[0]}: Z factor {last[1]/first[1]:.2f}, "
          f"R1 factor {growth:.2f}, r_half factor {shrink:.2f}")
print(f"Ne Gaussian-basis LDA: r_half {neon_check[0]:.3f}, "
      f"R1 {neon_check[1]:.2f} bohr")
potential_edge = float(phi_tail.subs(rs, R_INF))
k_fermi = np.sqrt(2 * potential_edge)
print(f"k_F at R_inf = {k_fermi:.4f} 1/bohr")
print(f"k_F*r/4 at R_inf = {k_fermi*R_INF/4:.3f}")
assert k_fermi * R_INF / 4 < 1
print("OK")
```

Output:

```
b*Z^(1/3) = 0.88534 bohr
phi'(0) by shooting = -1.58807
half-charge radius*Z^(1/3) = 1.6665 bohr
90% radius*Z^(1/3) = 7.1412 bohr
bulk power of Z, direct shooting = -0.33333
R_inf = 7.3663 bohr = 3.898 angstrom
lambda = 0.77200, from solution = 0.7719
C = 13.27, c = 1.028, lambda/3 = 0.2573
c from R1 at Z=1e12 = 1.028
TF: Z, r_half, r_90%, R1 (bohr), R1/R_inf, electrons beyond 4 bohr
10: 0.7735, 3.3147, 3.315, 0.450, 0.736
20: 0.6140, 2.6308, 3.958, 0.537, 0.981
50: 0.4524, 1.9384, 4.658, 0.632, 1.365
100: 0.3590, 1.5385, 5.092, 0.691, 1.694
1000: 0.1667, 0.7141, 6.099, 0.828, 2.900
1000000: 0.0167, 0.0714, 7.150, 0.971, 5.435
1000000000: 0.0017, 0.0071, 7.330, 0.995, 6.099
limit of electrons beyond 4 bohr = 6.246
TF Z=10 to 100: R1 factor 1.536, r_half factor 0.464
direct shooting Z=20: r_half 0.6140, R1 3.958 bohr
direct shooting Z=80: r_half 0.3868, R1 4.961 bohr
LDA atoms: Z, r_half, TF r_half, R1, TF R1 (bohr)
Ne 10: 0.712, 0.774, 1.57, 3.31
Ar 18: 0.559, 0.636, 2.43, 3.87
Kr 36: 0.479, 0.505, 2.77, 4.42
Xe 54: 0.425, 0.441, 3.24, 4.71
Mg 12: 0.625, 0.728, 3.00, 3.49
Ca 20: 0.606, 0.614, 3.89, 3.96
Sr 38: 0.462, 0.496, 4.26, 4.46
Ba 56: 0.434, 0.436, 4.84, 4.73
Ne to Xe: Z factor 5.40, R1 factor 2.06, r_half factor 0.60
Mg to Ba: Z factor 4.67, R1 factor 1.61, r_half factor 0.69
Ne Gaussian-basis LDA: r_half 0.712, R1 1.57 bohr
k_F at R_inf = 0.2605 1/bohr
k_F*r/4 at R_inf = 0.480
OK
```
